\section*{Why small-signal capacitance misses most of the switched ferroelectric polarization}

\section{The question}

A ferroelectric memory capacitor is measured in two ways. A sinusoidal voltage of a few tens of millivolts gives its capacitance. A pulse large enough to reverse the film gives its switched charge. Multiplying the capacitance by the pulse voltage can give a charge far below the switched one, and even integrating the capacitance over a full bias sweep may not close the gap. Both methods measure charge on the same electrodes. Why does the first miss most of what the second finds, and how much can it recover?

\section{The mechanism}

Picture a small region of the film whose polarization $P$ can point up or down. Its energy has two minima separated by a barrier. A weak, fast probe rocks the polarization about the minimum it occupies. As long as the probe is slow enough for the polarization to follow within the well, the excursion is set by the stiffness of that minimum. It reverses when the voltage does. A large pulse tilts the energy until the region crosses to the other minimum. The charge is then set by the distance between the minima, and it stays when the pulse ends.

The curvature at one minimum does not measure the distance to the other. The word ``fast'' matters as much as ``weak'': if thermal agitation carries the region over the barrier many times within one probe period, even a tiny voltage shifts the populations of the two minima, and the capacitance then includes hopping. Both statements can be made quantitative.

\section{The formula}

\subsection{Wells, curvature and capacitance}

Treat the film as independent switching units in parallel, all feeling the same field $E$. Each reverses as a whole, with free-energy density
\begin{equation}
U(P)=-\frac{a}{2}P^2+\frac{\beta}{4}P^4-EP,\qquad a,\beta>0 .
\end{equation}
Here $a$ is the magnitude of the negative quadratic Landau coefficient. Dead layers, leakage, depolarizing fields, coupling between units and the background permittivity of electrons and non-switching lattice modes are left out. Equilibrium requires $U'(P)=0$, so
\begin{equation}
-aP+\beta P^3=E .
\label{eq:force}
\end{equation}
At $E=0$ the minima are $P=\pm P_r$ with $P_r=\sqrt{a/\beta}$. Differentiating (\ref{eq:force}) with respect to $E$ along a minimum gives
\begin{equation}
(-a+3\beta P^2)\frac{dP}{dE}=1
\quad\Rightarrow\quad
\chi\equiv\frac{dP}{dE}=\frac{1}{U''(P)} .
\end{equation}
With this convention $\chi$ carries the unit F/m. At $P=\pm P_r$, $\beta P_r^2=a$ and $U''=2a$, hence $\chi(0)=1/(2a)$. The electrode charge per area is $\varepsilon_0E+P$, so a film of thickness $d$ has $C/A=(\varepsilon_0+\chi)/d$.

Start in the lower well and raise $E$. The well disappears when its curvature vanishes, at $P=-P_r/\sqrt3$. Inserting this in (\ref{eq:force}) gives the intrinsic coercive field,
\begin{equation}
E_c=\frac{aP_r}{\sqrt3}-\frac{aP_r}{3\sqrt3}=\frac{2aP_r}{3\sqrt3}.
\end{equation}
Extrapolating the zero-bias response to this field predicts a polarization change
\begin{equation}
\chi(0)E_c=\frac{1}{2a}\,\frac{2aP_r}{3\sqrt3}=\frac{P_r}{3\sqrt3},
\end{equation}
which is $1/(6\sqrt3)$, or 9.6\%, of the switched $2P_r$. The ratio contains no material parameter because the quartic form ties curvature, coercive field and well separation together. Another energy function will in general give another ratio.

\subsection{Following the capacitance over the whole sweep}

The capacitance changes with bias, so a fairer attempt integrates it along the sweep. Set $p=P/P_r$ and $e=E/E_c$, and divide (\ref{eq:force}) by $aP_r$:
\begin{equation}
p^3-p=\frac{2e}{3\sqrt3}.
\end{equation}
The substitution $p=(2/\sqrt3)\cos\varphi$ turns the left side into
\begin{equation}
\frac{2}{3\sqrt3}\left(4\cos^3\varphi-3\cos\varphi\right)
=\frac{2}{3\sqrt3}\cos3\varphi ,
\end{equation}
so $\cos3\varphi=e$. With $\theta=\arccos e$ and $0\le e\le1$, the three solutions are
\begin{equation}
p_n=\frac{2}{\sqrt3}\cos\!\left(\frac{\theta+2\pi n}{3}\right),
\qquad n=0,1,2 .
\end{equation}
At $e=0$, $\theta=\pi/2$ and they equal $1,-1,0$. Thus $n=0$ is the upper well $p_+$, $n=1$ the lower well $p_-$, and $n=2$ the barrier top $p_0$.

Suppose the unit jumps at a field $E_s\le E_c$. From $\cos A-\cos B=2\sin\frac{A+B}{2}\sin\frac{B-A}{2}$, the jump is
\begin{align}
p_+-p_-&=\frac{4}{\sqrt3}\sin\!\left(\frac{\theta+\pi}{3}\right)\sin\frac{\pi}{3}\nonumber\\
&=2\sin\!\left(\frac{\pi+\theta}{3}\right),\qquad \theta=\arccos\frac{E_s}{E_c}.
\label{eq:jump}
\end{align}
Now take the field from zero through $E_s$ to the pulse peak and back to zero. Before the jump, integrating $\chi=dP/dE$ gives $P_-(E_s)+P_r$. After it, the path from $E_s$ to the peak and back to $E_s$ cancels, and the remaining return to zero gives $P_r-P_+(E_s)$. The integrated small-signal response is therefore
\begin{equation}
\Delta P_{\rm rev}=2P_r-\left[P_+(E_s)-P_-(E_s)\right].
\end{equation}
Dividing by $2P_r$ and using (\ref{eq:jump}) gives the recovered fraction
\begin{equation}
f_{\rm rev}=1-\sin\!\left(\frac{\pi+\theta}{3}\right).
\label{eq:frev}
\end{equation}
The vacuum charge $\varepsilon_0E$ has returned to zero and does not enter. This fraction belongs to a path that starts and ends at zero field. A one-way sweep from negative to positive bias also collects the reversible charge held at its two end fields, so its integral should not be compared with $2P_r$ alone.

As $E_s$ rises from zero to $E_c$, the argument of the sine falls from $\pi/2$ to $\pi/3$, and $f_{\rm rev}$ grows from zero to $1-\sqrt3/2$, about 13.4\%. For an early jump, $\theta\simeq\pi/2-e$ and $f_{\rm rev}\simeq e^2/18$. The rise in the old well is linear in $e$, but the return in the new well cancels it, and only the small difference in stiffness between the two tilted wells remains. The upper bound also holds for parallel units with different $P_r$ and $E_c$, provided every unit switches. The total recovered fraction is then an average of the individual ones, weighted by their $P_r$ and areas.

The capacitance does diverge at $E_c$ in this static model, which might seem to leave room for the jump. It does not. Put $P=-P_r/\sqrt3-\delta$ with small $\delta>0$. Expanding (\ref{eq:force}) about its maximum gives $E_c-E\simeq\sqrt3\,\beta P_r\delta^2$, while $U''\simeq2\sqrt3\,\beta P_r\delta$. Hence $\chi\propto(E_c-E)^{-1/2}$, whose integral is finite. The area under the peak is the softening of the old well, not the passage to the new one.

Equation (\ref{eq:frev}) counts the response within the occupied well. A probe applied while units are crossing also modulates their escape rate; that transient signal is not included.

\subsection{The barrier and its removal by a pulse}

At zero field the barrier density is
\begin{equation}
U_0=U(0)-U(P_r)=\frac{aP_r^2}{2}-\frac{\beta P_r^4}{4}=\frac{aP_r^2}{4}.
\end{equation}
In units of $U_0$ the energy is $u(p)=p^4-2p^2-8ep/(3\sqrt3)$. Its derivative factors as $u'=4(p-p_-)(p-p_0)(p-p_+)$, and the roots sum to zero because the cubic has no quadratic term. Let $w=p_0-p_-$ and measure $x$ from the midpoint $(p_0+p_-)/2=-p_+/2$. Then $p-p_+=x-3p_+/2$, and the barrier is
\begin{align}
\frac{\Delta U}{U_0}
&=\int_{-w/2}^{w/2}4\left(x^2-\frac{w^2}{4}\right)\left(x-\frac{3p_+}{2}\right)dx\nonumber\\
&=-6p_+\left(\frac{w^3}{12}-\frac{w^3}{4}\right)=p_+w^3 .
\end{align}
The term odd in $x$ has dropped out. The cosine identity used above gives $w=2\sin(\theta/3)$, so
\begin{equation}
\frac{\Delta U}{U_0}=\frac{16}{\sqrt3}\cos\frac{\theta}{3}\,\sin^3\frac{\theta}{3}.
\label{eq:barrier}
\end{equation}
This is 1 at zero field. Near $E_c$, $\theta\simeq\sqrt{2(1-e)}$, and the barrier vanishes as $(1-e)^{3/2}$.

Thermal noise carries a unit across before the barrier is gone. Take overdamped motion, $\rho\dot P=-U'(P)$ plus noise, with relaxation time $\tau_w=\rho/(2a)$ in a zero-field well. For a unit of volume $v$ define $b=vU_0/k_BT$. The probability density $f(p,t)$ obeys $\partial_tf=-\partial_pJ$ with
\begin{equation}
J=-D\left(bu'f+\partial_pf\right)=-D\,e^{-bu}\,\partial_p\!\left(e^{bu}f\right),
\end{equation}
a form that makes $J$ vanish for the Boltzmann distribution. The drift is $\dot p=-Dbu'$. At $p=1$ and $e=0$, $u''=8$, so $8bD=1/\tau_w$ fixes $D$.

For a high barrier the flux is nearly constant across the top. Integrating $Je^{bu}$ from the lower well to the far side, where $f$ is negligible, gives $J\int e^{bu}dp=De^{bu(p_-)}f(p_-)$. Gaussian approximations at the top and in the well are
\begin{align}
\int e^{bu}dp&\simeq e^{bu(p_0)}\sqrt{\frac{2\pi}{b|u''(p_0)|}},\\
N&\simeq f(p_-)\sqrt{\frac{2\pi}{bu''(p_-)}},
\end{align}
where $N$ is the population of the well. The escape rate $k=J/N$ becomes
\begin{align}
k&=\frac{Db}{2\pi}\sqrt{u''(p_-)|u''(p_0)|}\;e^{-b\Delta U/U_0}\nonumber\\
&=\frac{\sqrt{(3p_-^2-1)(1-3p_0^2)}}{4\pi\tau_w}\,e^{-b\Delta U/U_0},
\label{eq:rate}
\end{align}
where $u''=4(3p^2-1)$ and $Db=1/(8\tau_w)$ were used. If return hops are negligible, a pulse of length $t$ switches the fraction $1-e^{-k(E)t}$.

\subsection{When a weak probe does see the hopping}

At zero bias let $k$ denote the escape rate from either well. A small field $E(t)$ lowers the upper well by $hk_BT$ and raises the lower one by the same amount, with $h=vP_rE/k_BT$. The barrier top shifts slightly from $p=0$, but its energy changes only at second order in $E$. For a high barrier and a probe slow compared with $\tau_w$, the upward and downward rates are therefore close to $ke^{h}$ and $ke^{-h}$. If $m$ is the population of the upper well minus that of the lower,
\begin{align}
\dot m&=ke^{h}(1-m)-ke^{-h}(1+m)\nonumber\\
&=2k\sinh h-2km\cosh h\simeq2kh-2km .
\end{align}
To first order in $h$ the driving term does not contain $m$. In this two-state limit a poled unit and a depoled one have the same linear ac amplitude. For a field varying as $e^{i\omega t}$,
\begin{equation}
m_\omega=\frac{h_\omega}{1+i\omega/2k}.
\end{equation}
The static hopping susceptibility is $vP_r^2/k_BT$. Its ratio to $\chi(0)$ is
\begin{equation}
\frac{vP_r^2}{k_BT}\,2a=\frac{8vU_0}{k_BT}=8b .
\end{equation}
Adding relaxation within the well gives, to leading order for a high barrier,
\begin{equation}
\frac{\chi(\omega)}{\chi(0)}=\frac{1}{1+i\omega\tau_w}+\frac{8b}{1+i\omega/2k}.
\label{eq:freq}
\end{equation}

Hopping is thus potentially much stronger than the motion within a well. It disappears from the measurement because it is slow. Far above its corner frequency, but still at $\omega\tau_w\ll1$, its magnitude relative to the well response is $8b(2k/\omega)$, so it is negligible when $\omega\gg16bk$. Most of that magnitude is loss: the real part, which is what adds to the capacitance, falls as $8b(2k/\omega)^2$ and is already negligible when $\omega\gg2k\sqrt{8b}$. Reducing the probe amplitude does not remove it, since (\ref{eq:freq}) is already the limit of vanishing amplitude.

This connects the missing charge with memory. The population difference decays in a time $1/(2k)$. A unit that keeps its state for much longer than $8b/\omega$ is one whose hopping adds very little to the probe signal. A unit that hops readily raises the capacitance but forgets its state.

\section{The numbers}

\subsection{Capacitance against pulse charge}

Take round model parameters: $P_r=20\ \mu\mathrm{C/cm^2}$, $E_c=1$ MV/cm, $d=10$ nm, $T=300$ K and $\tau_w=10$ ps. They do not describe a particular measured film. The coercive voltage is $E_cd=1$ V. In SI units,
\begin{equation}
a=\frac{3\sqrt3\,E_c}{2P_r}=\frac{3\sqrt3\times10^8}{2\times0.20}
=1.30\times10^9\ \mathrm{m/F},
\end{equation}
and $\chi(0)=1/(2a)=3.85\times10^{-10}$ F/m. With the vacuum term the relative permittivity is 44.5 and the capacitance is $3.94\ \mu\mathrm{F/cm^2}$.

A 30 mV probe produces a field of $3\times10^6$ V/m, or $0.03E_c$. It moves the polarization by
\begin{equation}
3.85\times10^{-10}\times3\times10^6\ \mathrm{C/m^2}=0.12\ \mu\mathrm{C/cm^2},
\end{equation}
against a switched polarization of $40\ \mu\mathrm{C/cm^2}$. Scaling the capacitance to a 1.5 V pulse gives $3.94\times1.5=5.9\ \mu\mathrm{C/cm^2}$, still 15\% of $2P_r$.

Now apply the pulse without thermal noise to a unit in the lower well. The polarization changes by $44.3\ \mu\mathrm{C/cm^2}$ up to the plateau. An identical second pulse finds the unit already up and changes it by $4.3\ \mu\mathrm{C/cm^2}$. The second change is $P_+(E)-P_r$, the first is $P_+(E)+P_r$, and their difference is $2P_r=40.0\ \mu\mathrm{C/cm^2}$. Subtracting the second response from the first thus isolates the switched part. The second response is smaller than the capacitance estimate mainly because the upper well stiffens: $U''=-a+3\beta P^2$ grows as the field increases $P$. The vacuum charge contained in the estimate, $0.13\ \mu\mathrm{C/cm^2}$, is a minor part. A background permittivity would not be minor: a relative value of 25 in place of 1 raises the estimate from 15\% to 23\% of $2P_r$. That charge is reversible, so it cancels in the difference of the two pulses and on a path that returns to zero field.

For a jump at $E_c$ the polarization budget, in $\mu\mathrm{C/cm^2}$, is
\begin{equation}
8.45+34.64-3.09=40.00 .
\end{equation}
The terms are the reversible rise in the old well, the jump, and the net reversible change in the new well. The integrated capacitance recovers $8.45-3.09=5.36$, or 13.4\%. This nearly equals the 15\% from scaling the zero-bias capacitance, but the two have different meanings: the latter is proportional to the chosen pulse voltage, whereas the former does not depend on the peak once the unit has switched.

\subsection{A unit that remembers}

The barrier density is $U_0=aP_r^2/4=1.30\times10^7\ \mathrm{J/m^3}$. Take a unit of $27\ \mathrm{nm^3}$. This is a model choice, since a column of this volume through the film is only about 1.6 nm wide. Its barrier is 2.19 eV, or $84.7k_BT$. At the peak of the probe it is still $80.8k_BT$. The mean escape time at zero field is about $5\times10^{26}$ s in this model, and at 100 kHz the hopping response is some $10^{-30}$ of the well response. The exponent is so large that these figures mean only that hopping is absent.

For a pulse of $1\ \mu$s, half the units switch when $k(E)t=\ln2$. Equations (\ref{eq:barrier}) and (\ref{eq:rate}) give $E=0.77$ MV/cm, or 0.77 V across the film. The remaining barrier is about $9k_BT$. The pulse has lowered the barrier by some $76k_BT$, and thermal noise does the rest. If the jump takes place at this field, (\ref{eq:frev}), which leaves out thermal motion within the wells, gives a recovered fraction of 4.3\%. What counts in a sweep is the time spent near the switching field, which is only a small part of its duration. If that time is much longer than $1\ \mu$s, units escape over a higher remaining barrier, hence at a lower field, and the sweep recovers still less.

\subsection{A unit that forgets}

Reduce the volume by a factor of eight, to $3.375\ \mathrm{nm^3}$, with the same energy density. This volume is chosen to illustrate the hopping regime, not to describe a real domain: a column of this volume through the 10 nm film would be only about 0.6 nm wide. The barrier falls to $10.6k_BT$ and the corner frequency $2k/2\pi$ rises to about 91 kHz, close to the probe frequency. The static hopping response is $8b\simeq85$ times that of the well. At 100 kHz its real part, which adds to the capacitance, is
\begin{equation}
\frac{84.7}{1+(100/90.6)^2}\simeq38
\end{equation}
times the well response. The same 30 mV that missed the hopping of the larger unit now detects mostly hopping.

This figure is approximate. At the probe peak $h=0.49$, which is not very small. For a slow probe the static solution $m=\tanh h\simeq h-h^3/3$ would fall below the linear one by about $h^2/3$, or 8\%, at the peak, and by about $h^2/4$, or 6\%, in the first harmonic. Near the corner frequency this estimate does not apply, because the field also speeds up the hopping through the factor $\cosh h$. At 100 kHz the two effects nearly cancel in the in-phase part, which changes by less than 1\%. Equation (\ref{eq:freq}) also has corrections of relative order $1/b$. At $10.6k_BT$ they lower the corner to about 87 kHz, the static hopping response to about 81 and the real part at 100 kHz to about 35. Compared with a direct solution of the noisy dynamics at a barrier of $14k_BT$, its largest error in the test was 5.4\% of the formula's value.

Two further tests used the same dynamics. A poled unit with a barrier of $28k_BT$, probed too fast for hopping, responded with 1.04 times the inverse-curvature value. With a zero-field barrier of $30k_BT$, a pulse at $0.5E_c$ switched a fraction 0.621, where the rate formula gives 0.632. The remaining values are in the numerical output.

\subsection{What carries over to a real film}

The 13.4\% bound belongs to units with a quartic energy that reverse as a whole. In a film that switches by nucleation and wall motion, the coordinate that moves is a wall position, and its energy landscape need not be quartic. The distinction survives wherever that landscape has separated minima: a weak probe that is too fast for hopping, but slow enough for the motion within a minimum to follow, measures the curvature at the occupied one, and a pulse that drives the crossing measures the passage between them. The percentage does not carry over. A dead layer in series also changes the field in the ferroelectric as it switches, so the applied voltage can no longer be converted to a local field by dividing by the thickness.

A low capacitance charge beside a large pulse charge is therefore no contradiction. Varying the probe frequency helps to show which response is present. In this model, at frequencies well below $1/(2\pi\tau_w)$, a capacitance that rises markedly as the frequency is lowered reveals units crossing their barriers. In a real film, leakage and charge trapping, which the model leaves out, can produce a similar rise and must be ruled out first. A constant capacitance is ambiguous on its own. It comes from the wells if hopping is too slow for the probe, but hopping much faster than the probe also gives a plateau, with a susceptibility about $8b$ times that of the wells. Memory decides between the two: units that keep their state for much longer than $8b/\omega$ contribute little beyond the response of their wells.

\section*{Computed values}
\begin{verbatim}
Remanent polarization Pr: 20.0 uC/cm^2
Intrinsic coercive field Ec: 1.00 MV/cm
Film thickness: 10.0 nm
Coercive voltage: 1.00 V
Temperature: 300 K; well relaxation time: 10 ps
|alpha|: 1.2990e+09 m/F
beta: 3.2476e+10 m^5/(F C^2)
Zero-bias chi = 1/curvature: 3.8490e-10 F/m
Relative permittivity with vacuum term: 44.5
Small-signal capacitance: 3.938 uF/cm^2
Probe: 30 mV at 100 kHz
Probe field / Ec: 0.030
Probe polarization amplitude: 0.1155 uC/cm^2
chi*Ec / (2Pr): 9.62 %
Pulse voltage: 1.50 V
Charge guessed from C*V: 5.91 uC/cm^2
Guess / (2Pr): 14.8 %
First pulse, polarization change: 44.29 uC/cm^2
Second pulse, polarization change: 4.29 uC/cm^2
Difference: 40.00 uC/cm^2
Jump at Ec, reversible rise before: 8.45 uC/cm^2
Jump at Ec, the jump: 34.64 uC/cm^2
Jump at Ec, net reversible change after: -3.09 uC/cm^2
Recovered by C-V integral, jump at Ec: 13.40 %
Barrier density U0: 1.2990e+07 J/m^3
Large unit: 27.000 nm^3
Large unit, barrier: 2.189 eV = 84.7 kT
Large unit, barrier at probe peak: 80.8 kT
Large unit, mean escape time at zero field: 5.3e+26 s
Large unit, |hopping|/well response: 4.1e-30
Pulse length for activated switching: 1.0 us
Field switching half the units: 0.770 MV/cm
Barrier left at that field: 9.08 kT
Recovered by C-V integral, jump there: 4.27 %
Small unit: 3.375 nm^3, barrier 10.59 kT
Small unit, hopping corner 2k/(2 pi): 90.6 kHz
Small unit, static hopping/well response: 84.7
Small unit, real hopping/well response at probe: 38.2
Small unit, probe energy v Pr E/kT: 0.489
Test, weak-probe slope/(1/curvature): 1.00013
Test, largest frequency-response error: 5.4 % at 14 kT
Test, poled fast response/well value: 1.037 at 28 kT
Test, pulse at 0.5 Ec, 30 kT, switched: 0.621 (formula 0.632)
\end{verbatim}
